# Single-photon magnetic-dipole decay of hydrogen 2s to 1s

An electron is bound to a fixed point charge $Z$. Use Hartree units with Gaussian fields, so that $c=1/\alpha$, and give the electron charge $-1$. The Dirac Hamiltonian is

$$H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V(r),\qquad V=-\frac Zr .$$

The initial state $i$ is $2s_{1/2}$ and the final state $f$ is $1s_{1/2}$. The emitted photon has energy $\omega$, wave vector $\mathbf k=k\hat{\mathbf k}$ with $k=\omega/c$, and transverse polarization $\boldsymbol\epsilon$. Nuclear recoil, size and spin are neglected, and so are radiative corrections to the electron, including its anomalous magnetic moment.

## (a) The emission rate

**Question.** Obtain the one-photon rate $\Gamma$ in terms of the matrix element of $T=\boldsymbol\alpha\cdot\boldsymbol\epsilon^*e^{-i\mathbf k\cdot\mathbf r}$.

**Answer.** For charge $-1$ the radiation field enters through $\mathbf p\to\mathbf p+\mathbf A/c$, so the coupling is $\boldsymbol\alpha\cdot\mathbf A$. In a box of volume $\mathcal V$, write one mode as

$$\mathbf A=N\left(a\,\boldsymbol\epsilon\,e^{i\mathbf k\cdot\mathbf r}+a^\dagger\boldsymbol\epsilon^*e^{-i\mathbf k\cdot\mathbf r}\right).$$

To fix $N$, treat $a$ as a classical amplitude. Since $\mathbf E=-\dot{\mathbf A}/c$, the average of $E^2$ is $2N^2\omega^2|a|^2/c^2$, and that of $B^2$ is the same. The mode energy is therefore

$$\frac{\mathcal V}{8\pi}\,\frac{4N^2\omega^2|a|^2}{c^2}=\omega|a|^2
\quad\Rightarrow\quad N^2=\frac{2\pi c^2}{\omega\mathcal V}.$$

The number of modes per unit energy in $d\Omega$ is $\mathcal V\omega^2d\Omega/[(2\pi)^3c^3]$. The golden rule multiplies this by $2\pi N^2|T_{fi}|^2$, which gives

$$\Gamma=\frac{\alpha\omega}{2\pi}\int d\Omega_k\sum_{\boldsymbol\epsilon}|T_{fi}|^2. \tag{1}$$

An average over initial spins and a sum over final spins are understood.

## (b) The relativistic M1 operator

**Question.** Magnetic-dipole fields have the form $f(r)\,\hat{\mathbf r}\times\mathbf n$ with $\mathbf n$ a constant vector. Extract this part of the plane wave without assuming $kr\ll1$, and identify the magnetic-moment operator.

**Answer.** Let $\langle\cdots\rangle_\Omega$ be the average over directions of $\mathbf r$. For Cartesian unit vectors $\mathbf e_j$,

$$\langle(\hat{\mathbf r}\times\mathbf e_i)\cdot(\hat{\mathbf r}\times\mathbf e_j)\rangle_\Omega
=\delta_{ij}-\langle\hat r_i\hat r_j\rangle_\Omega=\tfrac23\delta_{ij}.$$

The three fields are orthogonal with squared norm $2/3$, so the M1 part of $\boldsymbol\epsilon^*e^{-i\mathbf k\cdot\mathbf r}$ is

$$\mathbf a_{M1}=\frac32\sum_j(\hat{\mathbf r}\times\mathbf e_j)\,
\mathbf e_j\cdot\left(\boldsymbol\epsilon^*\times\langle\hat{\mathbf r}\,e^{-i\mathbf k\cdot\mathbf r}\rangle_\Omega\right),$$

where $(\hat{\mathbf r}\times\mathbf e_j)\cdot\boldsymbol\epsilon^*=\mathbf e_j\cdot(\boldsymbol\epsilon^*\times\hat{\mathbf r})$ was used. By symmetry the remaining average points along $\hat{\mathbf k}$. With $x=kr$ its length is

$$\frac12\int_{-1}^1u\,e^{-ixu}du=-i\left(\frac{\sin x}{x^2}-\frac{\cos x}{x}\right)=-i\,j_1(x).$$

Hence $\mathbf a_{M1}=-\tfrac{3i}{2}j_1(kr)\,\hat{\mathbf r}\times(\boldsymbol\epsilon^*\times\hat{\mathbf k})$. Taking the product with $\boldsymbol\alpha$ and reversing the order in two cross products,

$$T_{M1}=-\frac{3i}{2}j_1(kr)\,(\hat{\mathbf k}\times\boldsymbol\epsilon^*)\cdot(\hat{\mathbf r}\times\boldsymbol\alpha)
=i\,(\mathbf k\times\boldsymbol\epsilon^*)\cdot\boldsymbol\mu,$$

$$\boxed{\;\boldsymbol\mu=-\frac12\,\frac{3j_1(kr)}{kr}\,\mathbf r\times\boldsymbol\alpha\;} \tag{2}$$

The Dirac velocity is $c\boldsymbol\alpha$, so $-\tfrac12\mathbf r\times\boldsymbol\alpha$ is the classical moment $q\,\mathbf r\times\mathbf v/2c$ with $q=-1$. The factor $3j_1(kr)/(kr)$ tends to 1 for $kr\to0$ and describes retardation across the atom. Spin needs no separate term, because it is contained in the Dirac current.

## (c) Matrix element between $s_{1/2}$ states

**Question.** With a two-component spinor $\chi$, write

$$\psi=\frac1{r\sqrt{4\pi}}\begin{pmatrix}P(r)\,\chi\\-iQ(r)\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi\end{pmatrix},\qquad \int_0^\infty(P^2+Q^2)\,dr=1 .$$

Evaluate $T_{fi}$ for the whole plane wave, show that it is entirely M1, and find $\Gamma$.

**Answer.** The matrix $\boldsymbol\alpha$ joins upper to lower components. The products needed are $\boldsymbol\sigma(\boldsymbol\sigma\cdot\hat{\mathbf r})=\hat{\mathbf r}+i\hat{\mathbf r}\times\boldsymbol\sigma$ and $(\boldsymbol\sigma\cdot\hat{\mathbf r})\boldsymbol\sigma=\hat{\mathbf r}-i\hat{\mathbf r}\times\boldsymbol\sigma$. Apart from the factor $1/(4\pi r^2)$, the transition current is therefore

$$-iP_fQ_i(\hat{\mathbf r}+i\hat{\mathbf r}\times\boldsymbol\sigma)+iQ_fP_i(\hat{\mathbf r}-i\hat{\mathbf r}\times\boldsymbol\sigma)$$
$$=-i(P_fQ_i-Q_fP_i)\,\hat{\mathbf r}+(P_fQ_i+Q_fP_i)\,\hat{\mathbf r}\times\boldsymbol\sigma .$$

Averaging with $e^{-i\mathbf k\cdot\mathbf r}$ replaces $\hat{\mathbf r}$ by $-ij_1\hat{\mathbf k}$. The first term is then longitudinal and vanishes against $\boldsymbol\epsilon^*$. What remains is

$$T_{fi}=-iR\,\chi_f^\dagger\,\boldsymbol\epsilon^*\cdot(\hat{\mathbf k}\times\boldsymbol\sigma)\,\chi_i,\qquad
R=\int_0^\infty j_1(kr)(P_fQ_i+Q_fP_i)\,dr. \tag{3}$$

Now use $\mathbf a_{M1}$ instead of the plane wave, with $\mathbf g=\boldsymbol\epsilon^*\times\hat{\mathbf k}$. The radial current gives zero because $\hat{\mathbf r}\cdot\mathbf a_{M1}=0$. The other term contains

$$-\tfrac{3i}2j_1\langle(\hat{\mathbf r}\times\mathbf g)\cdot(\hat{\mathbf r}\times\boldsymbol\sigma)\rangle_\Omega=-ij_1\,\mathbf g\cdot\boldsymbol\sigma=-ij_1\,\boldsymbol\epsilon^*\cdot(\hat{\mathbf k}\times\boldsymbol\sigma),$$

which reproduces (3). No other multipole contributes.

For the spin sum, $\mathbf g$ is a unit vector, so $\tfrac12\mathrm{Tr}[(\mathbf g\cdot\boldsymbol\sigma)(\mathbf g^*\cdot\boldsymbol\sigma)]=1$ for each polarization. Two polarizations and the $4\pi$ of directions give $8\pi R^2$, and (1) becomes

$$\Gamma=4\alpha\omega R^2. \tag{4}$$

## (d) Why the leading term vanishes

**Question.** Derive the radial equations and evaluate $R$ to lowest order in $Z\alpha$.

**Answer.** Let $\varepsilon=E-c^2$. Since $\hat{\mathbf r}Q/r$ has no curl,

$$\boldsymbol\sigma\cdot\mathbf p\left(-i\boldsymbol\sigma\cdot\hat{\mathbf r}\,\frac Qr\right)=-\nabla\cdot\left(\hat{\mathbf r}\frac Qr\right)=-\frac1r\left(Q'+\frac Qr\right),$$

while $\boldsymbol\sigma\cdot\mathbf p\,(P/r)=-i\boldsymbol\sigma\cdot\hat{\mathbf r}\,(P'-P/r)/r$. The upper and lower rows of the Dirac equation are then

$$-c\left(Q'+\frac Qr\right)=(\varepsilon-V)P,\qquad c\left(P'-\frac Pr\right)=(2c^2+\varepsilon-V)Q. \tag{5}$$

To lowest order $Q=(P'-P/r)/2c$. Put $P=ru$, where $u$ is the nonrelativistic radial function, so that $Q=ru'/2c$. With $j_1\approx kr/3$,

$$R\approx\frac k3\,\frac1{2c}\int_0^\infty r^3(u_fu_i)'dr=-\frac{k}{2c}\int_0^\infty r^2u_fu_i\,dr=-\frac{k}{2c}\langle f|i\rangle=0.$$

In this limit the moment of an $s$ electron is its spin moment. It can turn the spin but leaves the radial function alone, and the two radial functions are orthogonal. The decay lives on corrections of relative order $(Z\alpha)^2$, all of which must be collected.

## (e) The first nonvanishing order

**Question.** Find $R$ to leading nonvanishing order in terms of nonrelativistic matrix elements.

**Answer.** Inserting corrected wave functions into (3) would require the order-$\alpha^2$ change of both states. The Dirac equation avoids this. Define $I=\int r(P_fQ_i+Q_fP_i)\,dr$ and take $2c^2Q=c(P'-P/r)-(\varepsilon-V)Q$ from (5). The first piece gives

$$c\int\left[r(P_fP_i)'-2P_fP_i\right]dr=-3c\int P_fP_i\,dr=3c\int Q_fQ_i\,dr,$$

where the last step is the orthogonality of the Dirac states. Therefore

$$2c^2I=3c\int Q_fQ_i\,dr-\int r\left[(\varepsilon_i-V)P_fQ_i+(\varepsilon_f-V)Q_fP_i\right]dr. \tag{6}$$

This is an identity. The large cancelling term has gone, so nonrelativistic functions may now be used on the right; the error is of relative order $(Z\alpha)^2$. The terms are as follows.

1. The small-component overlap is $3c\int Q_fQ_i\,dr=\dfrac3{4c}\int r^2u_f'u_i'\,dr=\dfrac3{4c}\langle p^2\rangle$. Because $\langle f|p^2/2-Z/r|i\rangle=\varepsilon_i\langle f|i\rangle=0$, we have $\langle p^2\rangle=2Z\langle1/r\rangle$, and the term equals $\dfrac{3Z}{2c}\langle1/r\rangle$.

2. The potential term is $-\dfrac Z{2c}\int r^2(u_fu_i)'dr=\dfrac Zc\int r\,u_fu_i\,dr=\dfrac Zc\langle1/r\rangle$.

3. The energy terms contain $\int r^3u_fu_i'\,dr$ and $\int r^3u_f'u_i\,dr$. Their sum is $-3\langle f|i\rangle=0$, so they are opposite, and with $\omega=\varepsilon_i-\varepsilon_f$ the result is $-\dfrac{\omega}{2c}\langle r\partial_r\rangle$. From $[p^2/2,r^2]=-(3+2r\partial_r)$ follows $-\omega\langle r^2\rangle=-2\langle r\partial_r\rangle$. The term equals $-\dfrac{\omega^2}{4c}\langle r^2\rangle$.

Adding them,

$$2c^3I=\frac52Z\left\langle\frac1r\right\rangle-\frac{\omega^2}4\langle r^2\rangle .$$

The next term of $j_1(x)=x/3-x^3/30+\dots$ is of the same order as this remainder. It contributes

$$-\frac{k^3}{30}\,\frac1{2c}\int r^5(u_fu_i)'dr=\frac{k^3}{12c}\langle r^2\rangle=\frac{k}{6c^3}\,\frac{\omega^2}{2}\langle r^2\rangle .$$

Together with $kI/3$ this yields

$$R=\frac{k}{6c^3}S,\qquad S=\left\langle\frac52\frac Zr+\frac{\omega^2r^2}{4}\right\rangle,\qquad
\Gamma=\frac{\alpha^9\omega^3S^2}{9}. \tag{7}$$

The rate follows from (4) with $k=\alpha\omega$ and $c^{-6}=\alpha^6$.

## (f) The rate for hydrogen

**Question.** Evaluate (7) for $Z=1$, give its dependence on $Z$, and state what the result means for the lifetime of the $2s$ state.

**Answer.** Take $u_{1s}=2e^{-r}$ and $u_{2s}=(1-r/2)e^{-r/2}/\sqrt2$. With $\int_0^\infty r^ne^{-3r/2}dr=n!\,(2/3)^{n+1}$,

$$\left\langle\frac1r\right\rangle=\sqrt2\left(\frac49-\frac8{27}\right)=\frac{4\sqrt2}{27}\approx0.2095,$$

$$\langle r^2\rangle=\sqrt2\left(\frac{256}{81}-\frac{1280}{243}\right)=-\frac{512\sqrt2}{243}\approx-2.980 .$$

The second is negative because the factor $r^2$ favours the region outside the node of $2s$. The photon energy is $\omega=\tfrac12(1-\tfrac14)=\tfrac38$, so

$$S=\frac{10\sqrt2}{27}+\frac9{256}\left(-\frac{512\sqrt2}{243}\right)=\frac{10\sqrt2}{27}-\frac{2\sqrt2}{27}=\frac{8\sqrt2}{27}\approx0.4190,$$

$$\Gamma=\frac{\alpha^9}9\cdot\frac{27}{512}\cdot\frac{128}{729}=\frac{\alpha^9}{972}=6.037\times10^{-23}\ \text{a.u.}$$

Dividing by the atomic unit of time, $2.4189\times10^{-17}$ s,

$$\boxed{\;\Gamma(2s\to1s+\gamma)=2.5\times10^{-6}\ \mathrm{s^{-1}}\;}$$

For general $Z$, lengths scale as $1/Z$ and energies as $Z^2$. Both terms of $S$ then scale as $Z^2$, and $\omega^3S^2$ as $Z^6Z^4$, so $\Gamma=\alpha^9Z^{10}/972$ at leading order in $Z\alpha$.

To see how strong the suppression is, write $R=-(k/2c)X$. In part (d) $X$ was the overlap $\langle f|i\rangle$; now $X=-S/(3c^2)=-7.44\times10^{-6}$. A spin flip with $|X|=1$ at the same frequency would be faster by $1/X^2\approx1.8\times10^{10}$.

The inverse rate is $4.0\times10^5$ s, but this is not the lifetime of the $2s$ state. An isolated hydrogen atom in $2s$ decays mainly by emitting two photons, at roughly $8\ \mathrm{s^{-1}}$, and the single-photon line is a weak branch beside that continuum. This holds for light nuclei only. The nonrelativistic two-photon rate grows as $Z^6$ against $Z^{10}$ for the M1 line, so the two become comparable near $Z\approx40$.

## (g) Retardation and larger nuclear charge

**Question.** What would the long-wavelength operator $-\tfrac12\mathbf r\times\boldsymbol\alpha$ give for hydrogen? How far does the $Z^{10}$ law hold within the Dirac model?

**Answer.** Dropping the $x^3$ term of $j_1$ leaves

$$S_{\rm static}=\frac{10\sqrt2}{27}+\frac{2\sqrt2}{27}=\frac{12\sqrt2}{27},\qquad
S_{\rm ret}=\frac{\omega^2}{2}\langle r^2\rangle=-\frac{4\sqrt2}{27}.$$

The rate would be too large by $(12/8)^2=9/4$, that is $5.6\times10^{-6}\ \mathrm{s^{-1}}$. Here $k=2.74\times10^{-3}$ in atomic units, so the wavelength is far larger than the atom. Retardation still matters because the static term has lost its leading part: a correction of order $(kr)^2\sim\alpha^2$ competes with a remainder of order $\alpha^2$.

For larger $Z$, equation (3) can be integrated with Dirac functions. Write

$$P=r^\gamma e^{-\lambda r}\sum_{j=0}^{N}a_jr^j,\qquad Q=r^\gamma e^{-\lambda r}\sum_{j=0}^{N}b_jr^j,$$

with $N=0$ for $1s$ and $N=1$ for $2s$. Equating powers of $r$ in (5) gives, with $a_{-1}=b_{-1}=0$,

$$(\gamma+j-1)a_j-Z\alpha\,b_j=\lambda a_{j-1}+\left(2c+\frac\varepsilon c\right)b_{j-1},$$
$$(\gamma+j+1)b_j+Z\alpha\,a_j=\lambda b_{j-1}-\frac\varepsilon c\,a_{j-1}.$$

For $j=0$ a nonzero solution needs $\gamma^2=1-Z^2\alpha^2$. The series ends at $j=N$ if both right-hand sides vanish for $j=N+1$. This requires $\lambda^2=c^2-E^2/c^2$ and $b_N=-\rho a_N$, with $\rho=\lambda/(2c+\varepsilon/c)$ and $\varepsilon/c=-\lambda\rho$. At $j=N$ the first right-hand side is then $1/\rho$ times the second. Equating the left-hand sides in that ratio gives

$$2\rho(\gamma+N)=Z\alpha(1-\rho^2).$$

Since $\rho^2=(c^2-E)/(c^2+E)$, this is $\gamma+N=Z\alpha E/\sqrt{c^4-E^2}$, or

$$E=c^2\left[1+\frac{Z^2\alpha^2}{(N+\gamma)^2}\right]^{-1/2}.$$

After normalization, numerical quadrature of (3) with the full $j_1$ gives $R=7.427\times10^{-11}$ and $\omega=0.375005$ for hydrogen. From (4),

$$\Gamma=\frac{4(0.375005)(7.427\times10^{-11})^2}{137.036}=6.04\times10^{-23}\ \text{a.u.}$$

The same calculation at other charges gives these ratios of the Dirac rate to $\alpha^9Z^{10}/972$:

| $Z$ | Ratio |
|---:|---:|
| 1 | 1.00006 |
| 5 | 1.0014 |
| 20 | 1.023 |
| 50 | 1.161 |

At $Z=1$ and $Z=5$ the excess is $1.07\,(Z\alpha)^2$, the size expected of the terms dropped after (6). At $Z=50$, where $(Z\alpha)^2=0.133$, that law would give an excess of 0.142 instead of 0.161, so higher powers of $Z\alpha$ are already visible. These ratios describe the fixed-point-nucleus Dirac model and do not include the effects neglected at the start.

For hydrogen the relativistic excess is only $6\times10^{-5}$ of the rate. The neglected nuclear recoil has a natural relative size of order the electron-to-proton mass ratio, $1/1800$, which is already larger than that excess. This is an estimate of scale and not a calculated correction, and no effect outside the Dirac model has been evaluated here, so the rate is quoted as $2.5\times10^{-6}\ \mathrm{s^{-1}}$.
